# Tracer Correlation Factors for Vacancy Diffusion in Cubic Lattices: verification in Python

```python
"""Tracer correlation factor for the vacancy mechanism on cubic lattices.

Result under test:  f = (1 + t)/(1 - t),
                    t = (1/z) sum_{s'} cos(s, s') G(s + s').
z  : number of nearest neighbours;  s, s' : successive tracer jump vectors
G  : expected visits of a free vacancy walk to a site at given separation
t  : mean cosine between successive tracer jumps made by the same vacancy
     (a vacancy that never returns contributes zero)
f  : tracer mean square displacement / that of an uncorrelated walk
Positions are integer vectors; all printed quantities are dimensionless.
"""
import itertools
import numpy as np
from scipy.special import gamma


def jump_vectors(squared_length):
    return np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                     if sum(c * c for c in v) == squared_length])


def green_functions(jumps, separations):
    """Brillouin-zone integrals by midpoint grids in one octant.
    The 1/k^2 singularity gives errors h, h^3, h^5, removed by extrapolation."""
    sizes = [12, 24, 48, 96]
    values = []
    for m in sizes:
        k = (np.arange(m) + 0.5) * np.pi / m
        cosines = [np.cos(n * k) for n in range(3)]
        lam = np.zeros((m, m, m))
        for a, b, c in np.abs(jumps):
            lam += (cosines[a][:, None, None] * cosines[b][None, :, None]
                    * cosines[c][None, None, :])
        inverse = 1.0 / (1.0 - lam / len(jumps))
        values.append([((inverse @ cosines[c]) @ cosines[b]) @ cosines[a]
                       / m**3 for a, b, c in separations])
    h = 1.0 / np.array(sizes)
    design = np.column_stack([np.ones(4), h, h**3, h**5])
    return dict(zip(separations, np.linalg.solve(design, np.array(values))[0]))


def box_entry_probabilities(jumps, radius):
    """Vacancy starts at -s, s = jumps[0]; tracer site and box faces absorb.
    Returns the probability of entering the tracer site from each neighbour."""
    n, z = 2 * radius - 1, len(jumps)
    centre = radius - 1
    padded = np.zeros((n + 2, n + 2, n + 2))

    def apply(v):
        padded[1:-1, 1:-1, 1:-1] = v
        padded[radius, radius, radius] = 0.0
        total = np.zeros_like(v)
        for a, b, c in jumps:
            total += padded[1 + a:1 + a + n, 1 + b:1 + b + n, 1 + c:1 + c + n]
        out = v - total / z
        out[centre, centre, centre] = v[centre, centre, centre]
        return out

    source = np.zeros((n, n, n))
    source[tuple(centre - jumps[0])] = 1.0
    visits = np.zeros_like(source)
    residual = source.copy()
    direction = residual.copy()
    norm = np.sum(residual * residual)
    for _ in range(2000):
        image = apply(direction)
        step = norm / np.sum(direction * image)
        visits += step * direction
        residual -= step * image
        new_norm = np.sum(residual * residual)
        if new_norm < 1e-23:
            break
        direction = residual + (new_norm / norm) * direction
        norm = new_norm
    assert new_norm < 1e-23
    return np.array([visits[tuple(centre + s)] for s in jumps]) / z


def walk_entry_probabilities(jumps):
    """Infinite-box limit: cubic polynomial in 1/radius through four boxes."""
    radii = np.array([8, 12, 18, 26])
    data = np.array([box_entry_probabilities(jumps, r) for r in radii])
    design = np.vander(1.0 / radii, 4, increasing=True)
    return np.linalg.solve(design, data)[0]


def periodic_mean_cosine(jumps, period):
    """Reciprocal-space sum for one vacancy in a periodic cell."""
    k = 2 * np.pi * np.arange(period) / period
    kvec = np.stack(np.meshgrid(k, k, k, indexing="ij"), -1).reshape(-1, 3)
    phase = kvec @ jumps.T
    z = len(jumps)
    gap = 1.0 - np.cos(phase).mean(axis=1)
    unit = jumps / np.sqrt(np.sum(jumps[0]**2))
    numerator = np.sum((np.sin(phase) @ unit)**2, axis=1)
    keep = gap > 1e-10
    sites = len(gap) // int(np.sum(~keep))
    return -np.sum(numerator[keep] / gap[keep]) / (len(gap) * z**2), sites


def periodic_diffusion_factor(jumps, period):
    """f from the definition of diffusion: decay of exp(i q x_tracer), given by
    the top eigenvalue of the phase-weighted tracer-vacancy transition matrix."""
    z, q = len(jumps), 0.003
    origin = (0, 0, 0)
    found, stack = {origin}, [origin]
    while stack:
        r = stack.pop()
        for j in jumps:
            new = tuple(int(c) for c in (np.array(r) + j) % period)
            if new not in found:
                found.add(new)
                stack.append(new)
    sites = sorted(found - {origin})
    index = {r: i for i, r in enumerate(sites)}
    matrix = np.zeros((len(sites), len(sites)), dtype=complex)
    for r in sites:
        for j in jumps:
            new = tuple(int(c) for c in (np.array(r) + j) % period)
            weight = 1.0 / z
            if new == origin:  # exchange: the tracer moves by -j
                new = tuple(int(c) for c in j % period)
                weight = np.exp(-1j * q * j[0]) / z
            matrix[index[new], index[r]] += weight
    assert np.allclose(matrix, matrix.conj().T)
    top = np.linalg.eigvalsh(matrix)[-1]
    msd_x_per_jump = 2 * (1 - top) * len(sites) / q**2
    return 3 * msd_x_per_jump / np.sum(jumps[0]**2)


closed_G0 = {
    "sc": np.sqrt(6) / (32 * np.pi**3) * gamma(1 / 24) * gamma(5 / 24)
          * gamma(7 / 24) * gamma(11 / 24),
    "bcc": gamma(1 / 4)**4 / (4 * np.pi**3),
    "fcc": 9 * gamma(1 / 3)**6 / (2**(14 / 3) * np.pi**4)}
claimed = {"sc": 0.653, "bcc": 0.727, "fcc": 0.781}

print("All quantities are dimensionless; s+s' in integer coordinates")
for name, squared_length in (("sc", 1), ("bcc", 3), ("fcc", 2)):
    jumps = jump_vectors(squared_length)
    z, first = len(jumps), jumps[0]
    cosine = jumps @ first / squared_length
    separation = [tuple(int(c) for c in sorted(np.abs(first + s), reverse=True))
                  for s in jumps]
    neighbour = tuple(int(c) for c in sorted(np.abs(first), reverse=True))
    G = green_functions(jumps, sorted(set(separation + [neighbour])))
    G0 = G[(0, 0, 0)]
    assert abs(G0 - closed_G0[name]) < 1e-6
    assert abs(G[neighbour] - (G0 - 1)) < 1e-6

    G_pair = np.array([G[d] for d in separation])
    t = np.sum(cosine * G_pair) / z
    f = (1 + t) / (1 - t)
    entry = (G_pair - G[neighbour]**2 / G0) / z
    p_return = 1 - 1 / G0

    # explicit absorbing walk against the Green-function formulas
    walk = walk_entry_probabilities(jumps)
    t_walk = walk @ cosine
    assert np.max(np.abs(walk - entry)) < 1e-4
    assert abs(walk.sum() - p_return) < 5e-4
    assert abs(t_walk - t) < 1e-4
    assert np.max(np.abs(walk @ jumps - t_walk * first)) < 1e-8

    # true diffusion coefficient in a periodic cell against (1+t)/(1-t)
    t_cell, n_cell = periodic_mean_cosine(jumps, 6)
    f_cell = (1 + t_cell) / (1 - t_cell)
    f_diffusion = periodic_diffusion_factor(jumps, 6)
    assert abs(f_cell - f_diffusion) < 1e-4

    # leading finite-cell correction 2/(3N)
    t_large, n_large = periodic_mean_cosine(jumps, 12)
    correction = 2 / (3 * n_large)
    assert abs(t_large - t - correction) < 0.1 * correction
    assert round(f, 3) == claimed[name]

    print(f"{name}: z = {z}, G(0) = exchanges per encounter = {G0:.6f}")
    for c in sorted(set(np.round(cosine, 10))):
        members = np.flatnonzero(np.isclose(cosine, c))
        i = members[0]
        print(f"  cos {c:+.4f}, count {len(members)}, s+s' {separation[i]}: "
              f"G = {G_pair[i]:.6f}, H per site = {entry[i]:.6f}")
    print(f"  return probability p = {p_return:.6f}")
    print(f"  mean cosine t: Green functions {t:.6f}, explicit walk {t_walk:.6f}")
    print(f"  correlation factor f = {f:.5f}")
    print(f"  immediate back-jumps only, (z-1)/(z+1) = {(z - 1) / (z + 1):.5f}")
    print(f"  periodic cell N = {n_cell}: t_N = {t_cell:.6f}, "
          f"(1+t_N)/(1-t_N) = {f_cell:.5f}")
    print(f"  same cell, f from diffusion eigenvalue = {f_diffusion:.5f}")
    print(f"  cell N = {n_large}: t_N - t = {t_large - t:.6f}, "
          f"2/(3N) = {correction:.6f}")

print("checks complete")
```

It prints:

```
All quantities are dimensionless; s+s' in integer coordinates
sc: z = 6, G(0) = exchanges per encounter = 1.516386
  cos -1.0000, count 1, s+s' (0, 0, 0): G = 1.516386, H per site = 0.223423
  cos +0.0000, count 4, s+s' (1, 1, 0): G = 0.331149, H per site = 0.025883
  cos +1.0000, count 1, s+s' (2, 0, 0): G = 0.257336, H per site = 0.013581
  return probability p = 0.340537
  mean cosine t: Green functions -0.209842, explicit walk -0.209843
  correlation factor f = 0.65311
  immediate back-jumps only, (z-1)/(z+1) = 0.71429
  periodic cell N = 216: t_N = -0.206201, (1+t_N)/(1-t_N) = 0.65810
  same cell, f from diffusion eigenvalue = 0.65810
  cell N = 1728: t_N - t = 0.000399, 2/(3N) = 0.000386
bcc: z = 8, G(0) = exchanges per encounter = 1.393204
  cos -1.0000, count 1, s+s' (0, 0, 0): G = 1.393204, H per site = 0.160279
  cos -0.3333, count 3, s+s' (2, 0, 0): G = 0.290901, H per site = 0.022491
  cos +0.3333, count 3, s+s' (2, 2, 0): G = 0.229599, H per site = 0.014828
  cos +1.0000, count 1, s+s' (2, 2, 2): G = 0.190927, H per site = 0.009994
  return probability p = 0.282230
  mean cosine t: Green functions -0.157947, explicit walk -0.157941
  correlation factor f = 0.72719
  immediate back-jumps only, (z-1)/(z+1) = 0.77778
  periodic cell N = 54: t_N = -0.147443, (1+t_N)/(1-t_N) = 0.74301
  same cell, f from diffusion eigenvalue = 0.74301
  cell N = 432: t_N - t = 0.001461, 2/(3N) = 0.001543
fcc: z = 12, G(0) = exchanges per encounter = 1.344661
  cos -1.0000, count 1, s+s' (0, 0, 0): G = 1.344661, H per site = 0.104693
  cos -0.5000, count 4, s+s' (1, 1, 0): G = 0.344661, H per site = 0.021360
  cos +0.0000, count 2, s+s' (2, 0, 0): G = 0.229936, H per site = 0.011799
  cos +0.5000, count 4, s+s' (2, 1, 1): G = 0.195467, H per site = 0.008927
  cos +1.0000, count 1, s+s' (2, 2, 0): G = 0.170889, H per site = 0.006879
  return probability p = 0.256318
  mean cosine t: Green functions -0.122680, explicit walk -0.122679
  correlation factor f = 0.78145
  immediate back-jumps only, (z-1)/(z+1) = 0.84615
  periodic cell N = 108: t_N = -0.116863, (1+t_N)/(1-t_N) = 0.79073
  same cell, f from diffusion eigenvalue = 0.79073
  cell N = 864: t_N - t = 0.000760, 2/(3N) = 0.000772
checks complete
```
